Landau levels and the valley-dependent zeroth level of a massive Dirac monolayer

Squaring the Hamiltonian of a gapped Dirac monolayer in a magnetic field gives its Landau energies quickly, but it loses a sign. The squared energy Δ² allows both +Δ and −Δ. If both are accepted in each valley, the list contains a level that does not exist, the two valleys look identical, and the magnetic splitting of the band edges disappears. If one sign is chosen for both valleys, the splitting is lost again. The sign has to be found from the states themselves, and it turns out to be opposite in the two valleys.

**1. Setting and assumptions**

The valleys are labelled τ = +1 and τ = −1. Near each valley the electron has two orbital components. The upper component belongs to the conduction edge and the lower one to the valence edge, with the same ordering in both valleys. The Hamiltonian is

H_τ = v(τπ_xσ_x + π_yσ_y) + Δσ_z, Δ > 0.

Here v is the Dirac speed, the σ matrices act on the two components, and 2Δ is the gap without a field. The electron has charge −e with e > 0, so the kinetic momentum is π = p + eA. The field is uniform and normal to the layer, B = ∂_xA_y − ∂_yA_x, and may have either sign. Define

l = √(ħ/(e|B|)), ε = √2 ħv/l.

The length l is the magnetic length and ε is an energy. The model omits spin, spin-orbit coupling, remote bands, trigonal warping, disorder and interactions. It holds for energies near the gap and for l much larger than the lattice constant.

**Theorem.** Under these assumptions the spectrum in each valley consists of the paired levels

E_{n,±} = ±√(Δ² + nε²), n = 1, 2, 3, …

and one unpaired level

E_0 = −τ sgn(B) Δ.

Each level holds e|B|/h states per unit area, per valley and per spin. For B > 0 the unpaired level is therefore at the valence edge for τ = +1 and at the conduction edge for τ = −1.

**2. Two lemmas**

**Lemma 1 (ladder operators).** For B > 0 the operator

a = l(π_x − iπ_y)/(√2ħ)

satisfies [a, a†] = 1.

Proof. The components of p commute with each other, and so do those of A. The mixed terms give

[π_x, π_y] = e[p_x, A_y] + e[A_x, p_y]
= −iħe ∂_xA_y + iħe ∂_yA_x
= −iħeB.

Since a† contains π_x + iπ_y,

[π_x − iπ_y, π_x + iπ_y] = i[π_x, π_y] − i[π_y, π_x] = 2i[π_x, π_y] = 2ħeB.

Multiplication by l²/(2ħ²) gives l²eB/ħ = 1. ∎

**Lemma 2 (oscillator states).** For B > 0 and fixed momentum ħk along y there is a complete orthonormal set |0⟩, |1⟩, |2⟩, … with

a|n⟩ = √n |n−1⟩, a†|n⟩ = √(n+1) |n+1⟩, a|0⟩ = 0.

No normalizable state is annihilated by a†.

Proof. Take the Landau gauge A = (0, Bx). A state proportional to exp(iky) has π_x = −iħ d/dx and π_y = ħ(k + x/l²). With ξ = (x + kl²)/l,

a = −(i/√2)(d/dξ + ξ), a† = −(i/√2)(d/dξ − ξ).

Their product is

a†a = −½(d/dξ − ξ)(d/dξ + ξ)
= −½(d²/dξ² + 1 − ξ²)
= ½(−d²/dξ² + ξ² − 1).

The 1 in the second line comes from d/dξ acting on ξ. This is the harmonic-oscillator Hamiltonian in units of its quantum, less the zero-point term ½. Its eigenfunctions are the Hermite functions, which are complete, and its eigenvalues are n = 0, 1, 2, …. The commutator of Lemma 1 fixes the ladder relations, with phases chosen to make the coefficients positive.

The equation af = 0 gives f ∝ exp(−ξ²/2), which is normalizable. The equation a†f = 0 gives f ∝ exp(+ξ²/2), which is not. ∎

This asymmetry between a and a† is the origin of the unpaired level.

**3. Proof of the theorem**

Take B > 0 first. From the definition of a,

v(π_x − iπ_y) = εa, v(π_x + iπ_y) = εa†.

The upper-right element of τπ_xσ_x + π_yσ_y is τπ_x − iπ_y, and the lower-left element is τπ_x + iπ_y. For τ = +1 these are π_x − iπ_y and π_x + iπ_y. For τ = −1 they are −(π_x + iπ_y) and −(π_x − iπ_y). Writing matrices by rows,

H_+ = [ Δ, εa ; εa†, −Δ ],

H_− = [ Δ, −εa† ; −εa, −Δ ].

The valleys thus exchange the raising and lowering operators, while the mass term keeps its sign.

Paired levels. For n ≥ 1 use the spinors

Ψ_+ = (α|n−1⟩, β|n⟩), Ψ_− = (α|n⟩, −β|n−1⟩).

In valley τ = +1,

H_+Ψ_+ = ((Δα + ε√n β)|n−1⟩, (ε√n α − Δβ)|n⟩).

In valley τ = −1 the two minus signs in the upper row cancel, and the lower row has a common minus sign:

H_−Ψ_− = ((Δα + ε√n β)|n⟩, −(ε√n α − Δβ)|n−1⟩).

Both valleys therefore lead to the same pair of equations,

Δα + ε√n β = Eα,
ε√n α − Δβ = Eβ.

The 2×2 matrix has trace zero and determinant −(Δ² + nε²). Its eigenvalues are ±√(Δ² + nε²).

Unpaired level. For n = 0 the state |−1⟩ does not exist, and one component remains:

H_+(0, |0⟩) = (εa|0⟩, −Δ|0⟩) = −Δ(0, |0⟩),

H_−(|0⟩, 0) = (Δ|0⟩, −εa|0⟩) = +Δ(|0⟩, 0).

Hence E_0 = −τΔ for B > 0. A partner (f, g) at +Δ in valley τ = +1 would have to satisfy ag = 0 and εa†f = 2Δg. The first equation makes g a multiple of |0⟩. Since a†f contains no |0⟩, the second then requires g = 0 and a†f = 0, which Lemma 2 excludes. The same argument excludes a partner at −Δ in valley τ = −1.

Completeness. In valley τ = +1 the spinors (|n−1⟩, 0) and (0, |n⟩) with n ≥ 1, together with (0, |0⟩), contain every oscillator state in each component once. They form a complete basis, and H_+ does not connect different n. No level has been missed. For τ = −1 the components change roles.

Reversed field. For B < 0 the commutator is [π_x, π_y] = +iħe|B|, so the lowering operator is now

b = l(π_x + iπ_y)/(√2ħ), [b, b†] = 1.

The off-diagonal elements become εb† (upper right) and εb (lower left) for τ = +1, and −εb and −εb† for τ = −1. The paired energies are unchanged. The state annihilated by b now sits in the upper component for τ = +1, with energy +Δ, and in the lower component for τ = −1, with energy −Δ. Both signs of B are covered by E_0 = −τ sgn(B) Δ.

Degeneracy. The wavefunctions for B > 0 are centred at x = −kl². In a sample of sides L_x and L_y, periodic along y, the allowed k are spaced by 2π/L_y. Centres inside the sample span a k range L_x/l². Apart from edge corrections the number of states in a level is

(L_x/l²)(L_y/2π) = L_xL_y/(2πl²) = L_xL_y e|B|/h.

Reversing B reverses the direction in which the centre moves with k and leaves this count unchanged. ∎

**4. Which mass is needed**

The proof never used Δ > 0. If the mass in valley τ is m_τ, of either sign, the same steps give

E_0 = −τ sgn(B) m_τ.

The unpaired levels lie at opposite edges when m_+ and m_− have the same sign. Symmetry shows when this happens. Without a field, complex conjugation reverses p and σ_y. It turns H_τ into H_{−τ} with an unchanged mass, so time reversal requires m_+ = m_−. An inversion that exchanges the two orbitals reverses p and acts with σ_x. It also exchanges the valleys, but it changes the sign of σ_z, so it requires m_+ = −m_−. If both symmetries hold, the mass of this spinless model vanishes. With spin, time reversal also flips the spin, and a spin-orbit mass proportional to the product of valley and spin is compatible with both symmetries. The theorem describes a monolayer in which this inversion is broken and time reversal holds at zero field.

With the field present, complex conjugation turns p + eA into −(p − eA), which also reverses B. It maps (τ, B) to (−τ, −B). The product τ sgn(B) is unchanged, and so is E_0, as it must be.

A valley-odd mass, m_τ = τm, gives E_0 = −sgn(B) m in both valleys. The paired levels do not reveal the difference, because they depend on m_τ².

The positions of the unpaired levels for both kinds of mass were tested on a honeycomb lattice with the field entering through Peierls phases and l equal to 20 lattice constants. There the valley index was read from the phase winding of the zero-field Hamiltonian, not assigned from the level positions. With equal masses of 0.1 t, where t is the hopping energy, the unpaired levels for B > 0 are at −0.100 t for τ = +1 and +0.100 t for τ = −1. Both signs change when B is reversed. With a valley-odd mass of the same size both levels are at −0.0999 t. In the case of equal masses, the lattice values of E_n² − Δ² for n = 1 to 3 differ from nε² by at most 0.2 percent of nε².

**5. Orbital moment and the two limits**

**Proposition.** To leading order in the energy measured from a band edge, the valley-dependent part of the magnetic response is that of an orbital moment along z,

M_τ = −τeħ/(2m*), m* = Δ/v²,

with the same value at the conduction and valence edges.

Proof. The matrix σ_z anticommutes with σ_x and σ_y, so the cross terms between mass and momentum cancel in the square:

H_τ² = Δ² + v²(τπ_xσ_x + π_yσ_y)².

Using σ_xσ_y = iσ_z and σ_yσ_x = −iσ_z,

(τπ_xσ_x + π_yσ_y)² = π² + iτσ_z[π_x, π_y] = π² + τħeBσ_z.

Therefore

H_τ² = Δ² + v²π² + τħeBv²σ_z.

Near the conduction edge the upper component dominates, so σ_z is replaced by +1. There E² − Δ² = (E − Δ)(E + Δ) ≈ 2Δ(E − Δ), which gives

E ≈ Δ + π²/(2m*) + τħeB/(2m*).

Near the valence edge σ_z is replaced by −1 and E² − Δ² ≈ −2Δ(E + Δ), which gives

E ≈ −Δ − π²/(2m*) + τħeB/(2m*).

In both cases the last term equals −M_τB. ∎

To read off the levels, take B > 0 and define ω_c = eB/m*. Inverting the definitions of a and a† gives

π_x = ħ(a + a†)/(√2 l), π_y = iħ(a − a†)/(√2 l).

The squares add to

π² = (ħ²/l²)(aa† + a†a) = (ħ²/l²)(2a†a + 1).

Since ħ²/l² = ħeB, the kinetic term π²/(2m*) has eigenvalues ħω_c(N + ½), N = 0, 1, 2, …. The conduction levels are therefore

E ≈ Δ + ħω_c(N + ½ + τ/2).

For τ = −1 the moment cancels the zero-point energy, and the lowest conduction level stays at Δ. For τ = +1 it doubles the zero-point energy, and the lowest conduction level lies at Δ + ħω_c. The oscillator number N of the dominant component equals n for τ = −1 and n − 1 for τ = +1. At the valence edge the corresponding result is

E ≈ −Δ − ħω_c(N + ½ − τ/2),

so the highest valence level stays at −Δ for τ = +1 and is lowered by ħω_c for τ = −1.

**Large-mass limit.** The theorem contains these results and their first correction. Because ε² = 2ħeBv² = 2Δħω_c for B > 0, expansion of the square root for nħω_c ≪ Δ gives

√(Δ² + nε²) = Δ√(1 + 2nħω_c/Δ)
≈ Δ + nħω_c − (nħω_c)²/(2Δ).

The first two terms are the equally spaced levels of a particle of mass m*. The third reduces the spacing as n grows.

**Massless limit.** For Δ → 0 at fixed field the paired levels become ±ε√n, and both unpaired levels move to zero energy. They do not become the same state: for B > 0 the state of valley τ = +1 remains in the lower component and that of τ = −1 in the upper one. A small mass with the same sign in both valleys then acts on these components with opposite signs and separates the levels by 2Δ. In this limit m* tends to zero and the expansion used for the moment fails, whereas the theorem remains valid.

**6. What the splitting changes**

For B > 0 the lowest conduction level is E_0 = Δ in valley τ = −1 and E_{1,+} in valley τ = +1. The valley splitting is

δ = √(Δ² + ε²) − Δ.

The highest valence levels are −Δ for τ = +1 and −√(Δ² + ε²) for τ = −1. They differ by the same δ, with valley τ = +1 higher in both bands.

The smallest separation between a valence level and a conduction level is then

τ = +1: √(Δ² + ε²) − (−Δ),
τ = −1: Δ − (−√(Δ² + ε²)).

Both equal Δ + √(Δ² + ε²). Comparing this separation in the two valleys therefore does not reveal δ, although the edges themselves are split. This agrees with the proposition: equal moments at the two edges cancel from an energy difference within one valley. The equality of the two moments is a property of the two-band Hamiltonian. The lattice calculation with equal masses confirms it, with a separation of 0.21725 t in both valleys.

Added electrons do distinguish the valleys. At zero temperature, without disorder or interactions, the first eB/h electrons per unit area and per spin enter valley τ = −1 for B > 0. A thermal energy or a level broadening comparable with δ mixes the valley populations. Reversing the field selects the other valley.

The exact pairing of levels with n ≥ 1 is a property of the stated Hamiltonian. Suppose a term π²/(2m_0), equal for both components, is added. The one-component state with |0⟩ is still an eigenstate, because π²|0⟩ = (ħ²/l²)|0⟩. Its energy for B > 0 becomes

E_0 = −τΔ + ħeB/(2m_0).

The added shift is the same in both valleys, so the unpaired levels remain 2Δ apart. The other levels no longer come in pairs ±E, since the added term has the same sign for both components. The equality of the smallest separations in the two valleys is then no longer guaranteed by the argument above.

**7. Worked example**

Take the round model parameters Δ = 0.8 eV, ħv = 0.35 eV nm and B = 10 T. They do not represent a particular material. The magnetic length is l = 8.113 nm, and

ε = √2 × 0.35 eV nm / 8.113 nm = 0.06101 eV.

The unpaired level is at −0.8 eV for τ = +1 and at +0.8 eV for τ = −1. The first paired levels, common to both valleys, are at

E_{1,±} = ±√(0.8² + 0.06101²) eV = ±0.80232 eV.

The splitting of the conduction edge between the valleys is therefore

δ = 2.323 meV.

The large-mass estimate uses m* = Δ/v² = 0.498 electron masses and gives

ħω_c = ε²/(2Δ) = 0.06101²/1.6 eV = 2.326 meV.

It exceeds δ by about 0.15 percent of δ. The next term of the expansion accounts for the difference: (2.326 meV)²/(2 × 800 meV) = 0.0034 meV. The small parameter is ħω_c/Δ, about 0.003, so the linear estimate is adequate here for most purposes.

The levels n = 1, 2 and 3 lie 2.323, 4.639 and 6.949 meV beyond the band edge. Their successive spacings, 2.316 and 2.310 meV, decrease slowly, as the negative quadratic term requires.

The second equation for the spinor amplitudes gives β/α = ε√n/(E + Δ). For the first conduction level this is 0.06101/1.60232 = 0.038. The lower component carries about 0.14 percent of the probability, which supports replacing σ_z by +1 near the conduction edge.

The splitting corresponds to a temperature δ/k_B = 27 K. At a few kelvin, and with level broadening well below 2 meV, this model places nearly all electrons of a dilute conduction population in valley τ = −1. The lowest level can hold 2.42 × 10¹¹ electrons per cm² and per spin. Beyond that density the next electrons enter the n = 1 conduction level, which exists in both valleys, and the polarization falls. The smallest separation between valence and conduction levels is 0.8 eV + 0.80232 eV = 1.60232 eV in each valley.

These values describe the orbital part of the response within the two-band model. In a real monolayer, spin and remote bands add their own terms linear in the field, and these must be included before the splitting is compared with a measurement. They are not small: the spin Zeeman splitting for g = 2 is 1.16 meV at 10 T, half of δ. Remote bands need not contribute equally at the conduction and valence edges, so the separation between valence and conduction levels can then differ between the valleys already at first order in B. Interactions between the carriers, also omitted here, can change the splitting further. The numerical output below gives the main values of this example and the results of the lattice tests.

Computed values

```
MODEL EXAMPLE
half gap Delta = 0.800 eV
hbar v = 0.350 eV nm
field B = 10.0 T
Dirac speed v = 5.3174e+05 m/s
magnetic length l = 8.1130 nm
epsilon = sqrt(2) hbar v/l = 61.010 meV
effective mass m*/m_e = 0.4976
tau = +1: E_0 = -0.800000 eV
tau = -1: E_0 = +0.800000 eV
both valleys: E_1 = +/-0.802323 eV; distance from edge = 2.3230 meV
both valleys: E_2 = +/-0.804639 eV; distance from edge = 4.6393 meV
both valleys: E_3 = +/-0.806949 eV; distance from edge = 6.9490 meV
conduction valley splitting = 2.3230 meV
same from squared H on grid = 2.3230 meV
linear estimate hbar omega_c = 2.3264 meV
splitting / k_B = 26.96 K
smallest level separation, each valley = 1.602323 eV
states per valley and spin = 2.4180e+11 cm^-2
LATTICE TEST (energies in units of hopping t)
l = 20.0 lattice constants; Delta = 0.100 t
tau = -1, sgn(B) = +1: E_0 = +0.100000 t
tau = -1, sgn(B) = -1: E_0 = -0.100000 t
tau = +1, sgn(B) = +1: E_0 = -0.100000 t
tau = +1, sgn(B) = -1: E_0 = +0.100000 t
largest relative error of E_n^2-Delta^2, n=1..3 = 1.88e-03
smallest separations = 0.217250 t and 0.217250 t
guiding-centre shift for dk_y = 0.5/l: -0.5000 l
valley-odd mass, B > 0, tau = -1: m = -0.1000 t, E_0 = -0.099937 t
valley-odd mass, B > 0, tau = +1: m = +0.1000 t, E_0 = -0.099937 t
```
